\section*{How NEVPT2 changes CASSCF values of $10Dq$ and $B$ in [CrF$_6$]$^{3-}$, part 2}

Minimal CASSCF (three electrons in five d orbitals, averaged over ten quartets) gives octahedral [CrF$_6$]$^{3-}$ a larger Racah $B$ and a smaller $\Delta\equiv10Dq$ than NEVPT2. The question is why; free Cr$^{3+}$ serves for comparison. The basis is def2-SVP on Cr and 6-31G on F. Algebra is in atomic units, and all d electrons have spin $\alpha$. For the ion terms $^4P$ and $^4F$, with Slater integrals $F^k$, and for the cluster states measured from $^4A_2$,
\begin{gather}
E_P-E_F=\tfrac{-1+16}{49}F^2+\tfrac{-93+18}{441}F^4=15B,\qquad B=\frac{F^2}{49}-\frac{5F^4}{441}. \label{eq:B}\\
\Delta=E(T_2),\qquad B=\frac{E(T_{1a})+E(T_{1b})-3E(T_2)}{15},\qquad s=\sqrt{(\Delta-9B)^2+(12B)^2}. \label{eq:extract}
\end{gather}
Here $s$ is the predicted $T_1$ splitting. CASSCF gives $\Delta=1.8294$, $B=0.1332$ and $s=1.7186$~eV (computed splitting 1.7161~eV).

Labels $i,j$ are doubly occupied core, $t,u$ active, $a,b$ virtual; $\langle pq\|rs\rangle=\langle pq|rs\rangle-\langle pq|sr\rangle$, $\langle pq|rs\rangle=(pr|qs)$, and $\gamma_{tu}=\langle t^\dagger u\rangle$. With the core Fock operator $f^0$, the average energy is
\begin{equation}
\bar E=E_{\rm core}+\tfrac35\sum_t f^0_{tt}+\tfrac{3}{20}\sum_{tu}\big[(tt|uu)-(tu|ut)\big]. \label{eq:avg}
\end{equation}
Core and virtual orbitals diagonalize $F=f^0+\tfrac35\sum_t(J_t-\tfrac12K_t)$, with eigenvalues $\varepsilon$. NEVPT2 corrects CASSCF state $K$ by
\begin{equation}
E^{(2)}_K=-\sum_{x,\mu}\frac{|\langle\mu|V_x|K\rangle|^2}{\Delta\varepsilon_x+E_\mu-E_K},\qquad \Delta\varepsilon_x=\sum_{a\in x}\varepsilon_a-\sum_{i\in x}\varepsilon_i. \label{eq:E2}
\end{equation}
Here $x$ is a pattern of core holes (h) and virtual particles (p), $V_x$ the part of $H$ creating it, and $\mu$ an active eigenstate with the matching electron number. For 2h1p, $V=\sum\langle at\|ij\rangle\,t^\dagger$. The class 2h2p cancels in $\Delta$ and $B$. The others give, in eV,
\begin{center}
\begin{tabular}{lrrr}
class & $\delta\Delta$ & $\delta B$ cluster & $\delta B$ ion\\
1h & $+0.0090$ & $-0.0120$ & $-0.0092$\\
1p & $+0.0002$ & $-0.0003$ & $-0.0003$\\
1h1p & $+0.0659$ & $+0.0029$ & $+0.0055$\\
2h & $+0.0365$ & $-0.0108$ & $-0.0111$\\
2p & $+0.0109$ & $-0.0045$ & $-0.0047$\\
2h1p & $+0.1805$ & $-0.0009$ & $-0.0001$\\
1h2p & $-0.0780$ & $-0.0004$ & $-0.0001$\\
sum & $+0.2250$ & $-0.0260$ & $-0.0199$
\end{tabular}
\end{center}
The classes 2h, 1h and 2p lower $B$. In the ion's 2h class, $3p^2\to3d^2$ with both spins $\alpha$ is open for $^4P$ and closed for $^4F$, an exact selection rule. The contents of 1h and 2p in the ion come next.

In 1h, parity excludes a $3p$ hole, so the perturbers are $3s^1 3d^4$. Both $P$ and $F$ triplets of $d^4$ exist and no selection rule decides the sign. The computed value is $-0.0092$~eV.

In 2p, two d electrons leave and one remains, with a single energy $E(d^1)$. Let $n_P$ be the expected number of d pairs coupled to $L_{12}=1$, out of three pairs. The repulsion energy is a constant plus $15B\,n_P$, and Eq.~\eqref{eq:B} says the terms differ by $15B$, so $n_P(^4P)-n_P(^4F)=1$. Apart from the shift $15B$ in the denominators, the 2p contribution to $15\,\delta B$ is the correlation energy of one $L_{12}=1$ pair minus that of one $L_{12}=3$ pair. The first pair has the larger repulsion, and the computed $-0.0047$~eV, which includes the denominator shift, has the sign of a larger correlation energy for that pair.

This valence part has an exact reference: full CI of the three electrons in all 22 orbitals outside the frozen argon core gives $B=0.1389$~eV against 0.1454~eV. CASSCF overestimates the frozen-core exact value by 0.0065~eV, 5\% of it. The classes 1p and 2p recover the fraction 0.76 of that shift. These values are exact only within def2-SVP: in def2-TZVPP the full-CI $B$ is 0.1321~eV against 0.1453~eV, the excess doubles to 0.0132~eV (10\%), 2p gives $-0.0093$~eV, and the recovered fraction is 0.81. The $\varepsilon_a$ come from $F$, which contains the field of all three d electrons, while an electron promoted to $a$ has fewer d electrons left to repel it; that makes the denominators too large, which is the expected direction, though I have not isolated it as the cause. The 1p class, which holds the radial breathing of the d orbital, gives only $-0.0003$~eV with two d shells in the basis, and $-0.0014$~eV with the four of def2-TZVPP.

In total the ion goes from 0.1454~eV (1173~cm$^{-1}$) to 0.1255~eV (1013~cm$^{-1}$), and the free-ion value from spectra is roughly 0.11~eV. The cluster column resembles the ion column, so most of the CASSCF excess in $B$ appears to be atomic: missing $3s3p$--$3d$ and $3d$--$3d$ correlation. The ligands add about $-0.006$~eV, mainly in 1h ($-0.0028$) and 1h1p ($-0.0026$), and the ratio of cluster to ion $B$ falls from 0.92 to 0.85. The minimal CASSCF thus shows a nephelauxetic reduction, but a weaker one than NEVPT2.

\section{The ligand-field splitting}

\noindent Q: For $10Dq$ the 2h1p class dominates. Why should two holes in closed shells care which d orbital is filled?

\medskip\noindent A: Because one of the two electrons must land in a d spin orbital, and it can do so only if that orbital is empty. Replace $E_\mu-E_K$ by a common addition energy $\varepsilon^+$ and use completeness. With $W_t=\langle at\|ij\rangle$ and $\langle t\,u^\dagger\rangle=\delta_{tu}-\gamma_{ut}$ in spin orbitals,
\begin{equation}
E^{(2)}_{\rm 2h1p}=-\sum_{tu}\Sigma_{tu}(\delta_{tu}-\gamma_{ut}),\qquad \Sigma_{tu}=\sum_{a,i<j}\frac{W_tW_u}{\varepsilon^++\varepsilon_a-\varepsilon_i-\varepsilon_j}.
\end{equation}
$\Sigma$ is invariant under $O_h$, so it is diagonal with values $\Sigma_t$ on $t_{2g}$ and $\Sigma_e$ on $e_g$, each a sum of squares over positive denominators. The state-dependent part is $+\sum\gamma\Sigma$: filling an orbital forfeits the energy of the excitations into it. The $\beta$ orbitals are empty in all states and drop out. $^4A_2$ is pure $t^3$ and $^4T_2$ pure $t^2e$, so the forfeits are $3\Sigma_t$ and $2\Sigma_t+\Sigma_e$, and
\begin{equation}
\delta\Delta_{\rm 2h1p}=\Sigma_e-\Sigma_t. \label{eq:block}
\end{equation}
For the spatial form, write $\sum_{i<j}W^2=\tfrac12\sum_{ij}(\langle ap|ij\rangle-\langle ap|ji\rangle)^2=\sum_{ij}(\langle ap|ji\rangle^2-\langle ap|ji\rangle\langle ap|ij\rangle)$ for $p$ of spin $\alpha$. In the first term $i$ is $\alpha$ and the pair $(a,j)$ has either spin; in the second all four are $\alpha$. Hence
\begin{equation}
\Sigma_p=\sum_{ija}\frac{(pi|aj)\,[\,2(pi|aj)-(pj|ai)\,]}{\varepsilon^++\varepsilon_a-\varepsilon_i-\varepsilon_j}, \label{eq:sigma}
\end{equation}
the 2h1p half of the second-order self-energy. I take $\varepsilon^+=E(d^4,S=2)-E(^4A_2)=22.68$~eV. It is large and positive partly because the isolated trianion shifts all one-electron levels upward; that shift cancels in the denominator, which conserves charge. The result is $\Sigma_e-\Sigma_t=0.4313-0.2454=0.1859$~eV, tested against the class sum with the same denominators. The full class with state-resolved denominators gives 0.1805~eV, 3\% below the common-denominator value, so blocking accounts for this class.

\medskip\noindent Q: That says $\Sigma_e>\Sigma_t$ is needed. Why is it so?

\medskip\noindent A: Look at the density $(pi|$ in Eq.~\eqref{eq:sigma}. Take a metal orbital $d$ and a ligand combination $L$ of the same symmetry, orthogonalized, with $p=d-\lambda L$ and its bonding partner $i=L+\lambda d$. To first order in $\lambda$,
\begin{equation}
p\,i=dL+\lambda\,(dd-LL).
\end{equation}
Neglecting the differential overlap $dL$, the integral $(pi|aj)$ is $\lambda$ times the matrix element, on the excitation $j\to a$, of the potential of one electron moved from ligand to metal. The 2h1p configuration is a ligand-to-metal charge transfer (CT) together with the response of the other electrons to it. Its weight is $\lambda^2$, and $\sigma$ mixing exceeds $\pi$ mixing: the L\"owdin fluorine weights are 0.094 in $e_g$ and 0.037 in $t_{2g}$, an ordering the program tests. Promoting $t\to e$ closes a strong channel and opens a weak one.

\medskip\noindent Q: Then the holes of $e_g$ and $t_{2g}$ symmetry should carry the whole effect. Do they?

\medskip\noindent A: They do not. Resolving $\Sigma_e-\Sigma_t$ by the hole $i$ gives $+0.0801$~eV from the seven ligand orbitals of $e_g$ or $t_{2g}$ symmetry (tested to be positive), $+0.1109$~eV from the other ligand orbitals, and $-0.0052$~eV from Cr $3s3p$. The largest share comes from orbitals that cannot mix with d at all. The two-orbital picture misses this because $L$ is spread over several atoms. Write $L=\sum_kc_k\chi_k$ with $\chi_k$ the $\sigma$ orbital on fluorine $k$, and let $i=\sum_kc^i_k\chi_k$ be any $\sigma$ combination. With zero differential overlap between atoms, the ligand part of $p\,i$ is $-\lambda\sum_kc_kc^i_k\chi_k^2$, of order $\lambda$ whatever the symmetry of $i$. Suppose each $\chi_k^2$ polarizes only its own atom, with equal strength and equal denominators. Cross terms between atoms then vanish, and hole $i$ carries the share $\sum_kc_k^2(c_k^i)^2$. For $p=x^2-y^2$, $c_k^2=\tfrac14$ on the four equatorial atoms, where $(c^i_k)^2$ is $\tfrac14$ for the partner, $\tfrac1{12}$ for the $z^2$ combination, $\tfrac16$ for $a_{1g}$, and $\tfrac12$ on two atoms for each of two $t_{1u}$ combinations. The shares are $\tfrac14$, $\tfrac1{12}$, $\tfrac16$ and $\tfrac14+\tfrac14$, which sum to one: a third in $e_g$ and two thirds outside. A ligand hole relaxes best when it sits on one fluorine, and localizing it requires all the $\sigma$ combinations. The same count for $p=xy$ and the four in-plane $\pi$ orbitals gives a quarter each to $t_{2g}$, $t_{1g}$, $t_{1u}$ and $t_{2u}$, and these shares enter $\Sigma_t$ and so reduce the difference. The $+0.1109$~eV is thus a $\sigma$ part minus a $\pi$ part, positive because $\sigma$ mixing exceeds $\pi$ mixing. The derivation makes sign and size plausible under its assumptions; the metal part $\lambda\,dd$, which belongs to the partner alone, is left out of the count. The same picture suggests a reason for the semicore sign, which I have not tested: a $3s$ or $3p$ hole overlaps only the metal part of $p$, so its contribution scales as $1-\lambda_p^2$ and is smaller for $e_g$.

\medskip\noindent Q: I was taught that $10Dq$ grows with covalency, as hopping squared over the CT energy. How does a second-order term with fixed orbitals amount to more covalency?

\medskip\noindent A: A model shows it exactly. Let $|0\rangle$ be the ground configuration and $|1\rangle$ its CT configuration, with projector $\hat n=|1\rangle\langle1|$, frozen gap $D$ and hopping $\tau$. Let a boson $b$ of energy $\omega$ stand for the excitations $j\to a$:
\begin{equation}
H=D\hat n+\tau(|0\rangle\langle1|+|1\rangle\langle0|)+\omega b^\dagger b+g\,\hat n\,(b+b^\dagger).
\end{equation}
In the d--d excited state the CT channel is blocked and the energy is zero, so the covalent splitting is $\Delta=-E_g$. Mean field is the best product of a two-level state and a displaced vacuum. Put $b=\alpha+\beta$ with real $\alpha$:
\begin{equation}
H=\begin{pmatrix}0&\tau\\ \tau&D+2g\alpha\end{pmatrix}+\omega\alpha^2+\omega\beta^\dagger\beta+(\omega\alpha+g\hat n)(\beta+\beta^\dagger).
\end{equation}
Minimizing the product energy over $\alpha$ gives $2gn+2\omega\alpha=0$, with $n=\langle\hat n\rangle=\sin^2\theta$, and the last term becomes $g(\hat n-n)(\beta+\beta^\dagger)$. Since $E_g^{\rm MF}\ge E_g$ by the variational principle and the excited state is exact, $\Delta^{\rm MF}\le\Delta$ in this model for all parameters. The fluctuation term has no matrix element to the bonding state with one boson, because $\langle\hat n-n\rangle=0$, which is the Brillouin condition. It connects to the antibonding state with one boson through $g\sin\theta\cos\theta$; this is the 2h1p configuration. With $G=\sqrt{(D+2g\alpha)^2+4\tau^2}$,
\begin{equation}
\delta\Delta^{(2)}=\frac{g^2\,n(1-n)}{G+\omega}. \label{eq:model2}
\end{equation}
Compare with the exact result at order $\tau^2$. In $|1\rangle$ the boson is displaced, with levels $D-E_{\rm r}+m\omega$, $E_{\rm r}=g^2/\omega$, and overlaps $e^{-S}S^m/m!$ with the vacuum, $S=g^2/\omega^2$. Expanding to first order in $S$, with $E_{\rm r}=S\omega$,
\begin{align}
\Delta&=\tau^2\sum_m\frac{e^{-S}S^m/m!}{D-S\omega+m\omega}\approx\tau^2\Big[\frac1D+S\Big(\frac{\omega}{D^2}-\frac1D+\frac1{D+\omega}\Big)\Big],\\
\frac{\omega}{D^2}-\frac1D+\frac1{D+\omega}&=\frac{\omega(D+\omega)-D(D+\omega)+D^2}{D^2(D+\omega)}=\frac{\omega^2}{D^2(D+\omega)},\\
\Delta&\approx\frac{\tau^2}{D}+\lambda^2E_{\rm r}\,\frac{\omega}{D+\omega},\qquad\lambda=\frac{\tau}{D}. \label{eq:relax}
\end{align}
This equals Eq.~\eqref{eq:model2} for $n\to\lambda^2$, $G\to D$. For fast response, $\omega\gg D$, the correction is $\lambda^2E_{\rm r}$, the first-order change of $\tau^2/(D-E_{\rm r})$: the CT state acts with its relaxed energy. For slow response, $\omega\ll D$, the correction is smaller by $\omega/D$ and the frozen gap applies. Mean field lowers the gap only by $2E_{\rm r}n$, an effect of order $\lambda^4$ on $\Delta$, because the environment responds to the average transferred charge and not to a whole electron. In that sense, and in this model, the minimal CASSCF is too ionic.

With round parameters $D=10$, $\tau=2$, $\omega=20$, $g=4$~eV, $E_{\rm r}=0.80$~eV and $n=0.0361$. The gap is lowered by $2\times0.80\times0.0361=0.058$~eV, so $G=\sqrt{9.942^2+16}=10.72$~eV and $\delta\Delta^{(2)}=16\times0.0361\times0.9639/30.72=0.0181$~eV. Mean field gives 0.3862~eV, the sum is 0.4043~eV, and diagonalization gives 0.4055~eV. Mean field is low by 0.0193~eV, 5\% of the exact value, and second order recovers 94\% of that deficit. Halving $g$ reduces the residual by a factor 17.0, near the 16 expected of a $g^4$ error. The program tests this scaling and, in a weak-coupling case, Eq.~\eqref{eq:relax}. Reading the cluster through Eq.~\eqref{eq:relax}, the ligand holes give $0.0801+0.1109=0.191$~eV for a weight difference $0.094-0.037=0.057$, an effective $E_{\rm r}\,\omega/(D+\omega)$ of about 3~eV; L\"owdin weights depend on the basis, so this is an order of magnitude.

\medskip\noindent Q: And the other entries in the $\delta\Delta$ column?

\medskip\noindent A: The 1h2p class is the mirror of 2h1p: $V$ removes a d electron, so with a common denominator the energy is $-\sum\gamma\,|\Sigma^-|$ and an occupied orbital gains. Its contribution $-0.0780$~eV means that an $e_g$ electron correlates more strongly with the closed shells than a $t_{2g}$ electron, and it cancels 43\% of the 2h1p term. I conjecture that the larger ligand tail of $e_g$ is the reason. The sign of $\delta\Delta$ is therefore a balance, and the model, which has no such term, proves nothing about the total. The 2h class also needs empty d orbitals, and its $+0.0365$~eV has the sign that blocking suggests, again a conjecture. For the $+0.0659$~eV of 1h1p I have no derived explanation. The plain single CT excitation sits in 1h, and that whole class, which also holds $3s$ holes and double excitations, gives only $+0.0090$~eV, consistent with the orbital optimization having already removed its average coupling.

\section{Limits}

\noindent Q: If I refit all three NEVPT2 bands, do two parameters still describe them?

\medskip\noindent A: Less well. The NEVPT2 $T_1$ splitting is $4.6786-3.0928=1.586$~eV, while Eq.~\eqref{eq:extract} with $\Delta=2.0544$ and $B=0.1072$~eV gives $s=\sqrt{1.090^2+1.286^2}=1.686$~eV. Equation~\eqref{eq:E2} corrects each CASSCF eigenstate separately and does not let the two $T_1$ states remix, so it should give the linear change of $s$ and not the new eigenvalue gap. Differentiating,
\begin{equation}
\delta s=\frac{(\Delta-9B)(\delta\Delta-9\,\delta B)+144B\,\delta B}{s}=\frac{0.63\times0.459-0.499}{1.719}=-0.122\ \text{eV},
\end{equation}
which gives 1.597~eV, within 0.011~eV of the computed 1.586~eV. Most of the 0.10~eV misfit would thus disappear if the second-order $T_1$--$T_1$ coupling were included and had the value the two-parameter form predicts; that coupling was not computed. An off-diagonal element does not change a trace, which is why $B$ is taken from the sum of the two energies.

\medskip\noindent Q: When should I distrust the rule that $B$ goes down and $10Dq$ goes up?

\medskip\noindent A: When any of its conditions changes. If the bonding ligand orbitals, a second d shell or the $3s3p$ shell are made active, the corresponding configurations leave the perturbation sum and the remaining correction can be small or of either sign. If $\lambda_\pi$ approaches $\lambda_\sigma$, the ligand part of Eq.~\eqref{eq:block} shrinks and the opposing 1h2p term can win. Acceptor ligands bring metal-to-ligand transfer, which needs occupied d orbitals and enters through 1p and 1h2p, outside the argument above. When $E_{\rm r}$ is no longer small against $D$, the expansion behind Eq.~\eqref{eq:relax} fails and small denominators can appear; here the smallest is 7.99~eV, so no intruder affects these numbers. Including doublets in the average changes Eq.~\eqref{eq:avg} and the orbitals. Contracted variants of NEVPT2, and state-specific $\varepsilon$ that make 2h2p state dependent, change the entries of the table. The basis has one f shell and two d shells on Cr and no polarization functions on F, so the class values are not converged. With 6-31G* on F, 2h1p in $\delta\Delta$ rises from $+0.18$ to $+0.21$~eV and 1h2p goes from $-0.078$ to $-0.094$~eV, while the sum changes by only 0.005~eV. With def2-TZVPP on the free ion, the NEVPT2 $B$ falls from 0.1255 to 0.1202~eV, mostly through 2p. No entry changes sign in either test.

\medskip\noindent Q: Does the argument carry over to a nickel(II) halide?

\medskip\noindent A: The algebra does. The triplets of $d^8$ have a full $\alpha$ shell and three $\beta$ electrons, that is, two $\beta$ holes, so Eq.~\eqref{eq:extract} holds with $^3A_2$, $^3T_2$ and $^3T_1$, and Eq.~\eqref{eq:block} holds in the $\beta$ channel, where $t\to e$ again closes a $\sigma$ channel and opens a $\pi$ channel. The 2h selection rule becomes sharper: with only two vacancies, $3p^2\to3d^2$ must produce $d^{10}$, so in the free ion the 2h class reaches $^3P$ and has no amplitude on $^3F$. The sizes of the classes, and therefore the net signs, were computed here only for chromium.

\section*{Computed results}
\begin{verbatim}
class sums vs determinant solve, max relative deviation = 6.5e-11
ion F2 = 10.9530 eV
ion F4 = 6.8914 eV
ion direct screening dF2 = -0.7872 eV
ion direct screening dF4 = -0.1221 eV
ion direct screening dB = -0.0147 eV
ion B frozen-core full CI = 0.1389 eV
ion dB(1p+2p)/dB(full CI) = 0.7574 
ion B CASSCF = 0.1454 eV = 1173 cm^-1
ion B NEVPT2 = 0.1255 eV = 1013 cm^-1
Cr-F distance = 1.9000 angstrom
basis functions = 85; average CASSCF energy = -44612.368 eV
Lowdin F weight t2g = 0.0368 
Lowdin F weight eg = 0.0938 
4T2-4A2: CASSCF 1.8294 eV, NEVPT2 2.0544 eV
4T1a-4A2: CASSCF 2.8854 eV, NEVPT2 3.0928 eV
4T1b-4A2: CASSCF 4.6015 eV, NEVPT2 4.6786 eV
CASSCF T1 splitting from 10Dq,B = 1.7186 eV
CASSCF T1 splitting computed = 1.7161 eV
largest single-state core-virtual gradient = 1.7591 eV
smallest denominator = 7.9885 eV
1h    d10Dq +0.0090 eV, dB cluster -0.0120 eV, dB ion -0.0092 eV
1p    d10Dq +0.0002 eV, dB cluster -0.0003 eV, dB ion -0.0003 eV
1h1p  d10Dq +0.0659 eV, dB cluster +0.0029 eV, dB ion +0.0055 eV
2h    d10Dq +0.0365 eV, dB cluster -0.0108 eV, dB ion -0.0111 eV
2p    d10Dq +0.0109 eV, dB cluster -0.0045 eV, dB ion -0.0047 eV
2h1p  d10Dq +0.1805 eV, dB cluster -0.0009 eV, dB ion -0.0001 eV
1h2p  d10Dq -0.0780 eV, dB cluster -0.0004 eV, dB ion -0.0001 eV
addition energy E(d4,S=2)-E(4A2) = 22.6793 eV
Sigma_e = 0.4313 eV
Sigma_t = 0.2454 eV
Sigma_e-Sigma_t: ligand eg,t2g holes = 0.0801 eV
Sigma_e-Sigma_t: Cr 3s3p holes = -0.0052 eV
Sigma_e-Sigma_t: other ligand holes = 0.1109 eV
10Dq CASSCF = 1.8294 eV = 14755 cm^-1
10Dq NEVPT2 = 2.0544 eV = 16570 cm^-1
B CASSCF = 0.1332 eV = 1075 cm^-1
B NEVPT2 = 0.1072 eV = 865 cm^-1
B cluster/B ion CASSCF = 0.9163 
B cluster/B ion NEVPT2 = 0.8540 
model D = 10.0 eV, tau = 2.0 eV, omega = 20.0 eV, g = 4.0 eV, E_relax = 0.80 eV
model CT weight = 0.0361 
model 10Dq mean field = 0.3862 eV
model second-order term = 0.0181 eV
model 10Dq mean field + second order = 0.4043 eV
model 10Dq exact = 0.4055 eV
error ratio g vs g/2 = 17.0421
\end{verbatim}
